**Kink-pair saddle and barrier under stress**

For the energy $E(x)=2F-K/x-\tau bhx$, the program tests the saddle $x^*=\sqrt{K/(\tau bh)}$ and the barrier $E^*=2F-2\sqrt{K\tau bh}$. Here $x$ is the kink separation, $F$ the energy of one kink, $K$ the elastic attraction constant, $\tau$ the resolved shear stress, $b$ the Burgers vector length and $h$ the kink height. It asserts that $K$ agrees with quadrature of the elastic line integral for three line directions, and that saddle and barrier agree with numerical maximization at five stresses. Finite differences test the activation volume $bhx^*$ and the curvature, and root finding tests the formal zero-barrier stress. For rough silicon-like parameters at 50 MPa the output shows $x^*=2.24$ nm and $E^*=1.10$ eV. A master equation for kinks hopping between lattice sites gives an activation energy of 2.24 eV for the nucleation flux at 1000 K, against 2.30 eV for the sum of $E^*$ and the migration barrier. The stacking-fault cost raises $E^*$ by about 0.01 eV, and the finite kink height changes the interaction by less than 0.1 meV.

## Numerical check

```python
"""
Result under test: a kink pair on a dislocation with energy
    E(x) = 2 F - K/x - tau b h x
has its saddle at x* = sqrt(K/(tau b h)) and the barrier
    E* = 2 F - 2 sqrt(K tau b h).
x: kink separation, F: energy of one kink, tau: resolved shear stress,
b: Burgers vector length, h: kink height, K: elastic attraction constant,
    K = mu b^2 h^2 [(1+nu) cos^2 + (1-2 nu) sin^2] / (8 pi (1-nu)),
with the angle taken between line and Burgers vector, mu the shear modulus
and nu Poisson's ratio. SI units inside, nm and eV in the printed output.
The parameters are round, rough values in the regime of a partial
dislocation in silicon.
"""
import math
import numpy as np
from scipy.constants import e as charge, k as boltzmann
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar, brentq

nm, MPa = 1e-9, 1e6
mu, nu = 64e9, 0.22
b, h = 0.22 * nm, 0.33 * nm
angle = math.radians(30.0)
F = 0.6 * charge
tau = 50 * MPa
T = 1000.0
site = 0.38 * nm              # distance between kink sites along the line
migration = 1.2 * charge      # barrier for one kink hop
gamma, width = 0.06, 4 * nm   # fault energy (J/m^2), equilibrium fault width


def attraction_constant(theta):
    c2, s2 = math.cos(theta)**2, math.sin(theta)**2
    bracket = (1 + nu) * c2 + (1 - 2 * nu) * s2
    return mu * b**2 * h**2 * bracket / (8 * math.pi * (1 - nu))


K = attraction_constant(angle)


def saddle(stress):
    return math.sqrt(K / (stress * b * h))


def barrier(stress):
    return 2 * F - 2 * math.sqrt(K * stress * b * h)


def pair_energy(x, stress, cost=0.0):
    return 2 * F - K / x - (stress * b * h - cost) * x


def maximize(stress, cost=0.0):
    """Numerical maximum of the pair energy: separation and height."""
    found = minimize_scalar(
        lambda q: -pair_energy(math.exp(q) * nm, stress, cost) / charge,
        bounds=(math.log(0.01), math.log(1000.0)), method="bounded",
        options={"xatol": 1e-10})
    return math.exp(found.x) * nm, -found.fun * charge


# --- Elastic attraction from the double line integral (lengths in h) ---
def horizontal_integral(L):
    """Inner segment with one outer half-line, minus the straight line."""
    def integrand(t):
        s = math.exp(t)
        r = math.sqrt(1 + s * s)
        return -1 / (r * (s + r))

    def inner(u):
        return quad(integrand, math.log(u), 20.0, epsabs=1e-11, limit=200)[0]
    return (quad(inner, 0, 1, epsabs=1e-9)[0]
            + quad(inner, 1, L, epsabs=1e-9)[0])


def vertical_integral(L):
    return dblquad(lambda y1, y2: 1 / math.sqrt(L * L + (y1 - y2)**2),
                   0, 1, 0, 1)[0]


def line_interaction(theta, L, horizontal, vertical):
    """Interaction energy; the isolated-kink limit of horizontal is -1."""
    c2, s2 = math.cos(theta)**2, math.sin(theta)**2
    weight_h = c2 + s2 / (1 - nu)
    weight_v = s2 + c2 / (1 - nu)
    total = 4 * weight_h * (horizontal + 1) - 2 * weight_v * vertical
    return mu * b**2 * h / (8 * math.pi) * total


L_test = 40.0
hor, ver = horizontal_integral(L_test), vertical_integral(L_test)
worst_K = 0.0
for theta in (0.0, angle, math.pi / 2):
    K_numeric = -line_interaction(theta, L_test, hor, ver) * L_test * h
    worst_K = max(worst_K, abs(K_numeric / attraction_constant(theta) - 1))
# the remaining difference is the finite kink height, of order (h/x)^2
assert worst_K < 1e-3


def mixed_part(x):
    """Horizontal elements at x with both vertical segments."""
    return math.asinh(1 / abs(x)) - math.asinh(1 / abs(x - L_test))


mixed = sum(quad(mixed_part, lo, hi, limit=200)[0] for lo, hi in
            ((-300, 0), (0, L_test), (L_test, L_test + 300)))
assert abs(mixed) < 1e-6

# --- Saddle, barrier, activation volume, curvature ---
tau_limit = K / (9 * b * h**3)      # stress at which x* = 3 h
for stress in (5 * MPa, 20 * MPa, tau, 100 * MPa, tau_limit):
    x_num, E_num = maximize(stress)
    assert abs(x_num / saddle(stress) - 1) < 1e-5
    assert abs(E_num / barrier(stress) - 1) < 1e-9
    step = 0.01 * stress
    slope = (maximize(stress + step)[1] - maximize(stress - step)[1])
    volume_num = -slope / (2 * step)
    assert abs(volume_num / (b * h * saddle(stress)) - 1) < 1e-4
assert abs(maximize(tau_limit)[0] / (3 * h) - 1) < 1e-5

x_s, E_s = saddle(tau), barrier(tau)
dx = 1e-3 * x_s
curvature = -2 * K / x_s**3
curvature_num = (pair_energy(x_s + dx, tau) - 2 * pair_energy(x_s, tau)
                 + pair_energy(x_s - dx, tau)) / dx**2
assert abs(curvature_num / curvature - 1) < 1e-4

tau_zero = F**2 / (K * b * h)
tau_zero_num = brentq(lambda s: maximize(s * MPa)[1] / charge, 100, 1e5) * MPa
assert abs(tau_zero_num / tau_zero - 1) < 1e-6
assert K / F < h      # the formal zero lies outside the model

# --- Kink hopping: steady flux through a chain of lattice sites ---
N = 250
site_energy = np.array([0.0] + [pair_energy(n * site, tau) / charge
                                for n in range(1, N + 2)])
# hop transition states, without the constant migration barrier
top_energy = np.array([site_energy[1]]
                      + [pair_energy((n + 0.5) * site, tau) / charge
                         for n in range(1, N + 1)])


def log_flux(beta):
    """Solve the master equation; the far end absorbs, site 0 holds 1."""
    forward = np.exp(-beta * (top_energy - site_energy[:-1]))
    backward = np.exp(-beta * (top_energy - site_energy[1:]))
    matrix = (np.diag(backward[:-1] + forward[1:])
              - np.diag(backward[1:-1], 1) - np.diag(forward[1:-1], -1))
    source = np.zeros(N)
    source[0] = forward[0]
    occupation = np.linalg.solve(matrix, source)
    return math.log(forward[-1] * occupation[-1])


kT = boltzmann * T
beta = charge / kT
sum_formula = -math.log(np.sum(np.exp(beta * top_energy)))
assert abs(log_flux(beta) - sum_formula) < 1e-6
d_beta = 1e-3 * beta
activation_num = -(log_flux(beta + d_beta)
                   - log_flux(beta - d_beta)) / (2 * d_beta)
weights = np.exp(beta * (top_energy - top_energy.max()))
activation_mean = np.sum(weights * top_energy) / np.sum(weights)
assert abs(activation_num - activation_mean) < 1e-4
rate_activation = activation_num + migration / charge
simple_sum = (E_s + migration) / charge
thermal_width = math.sqrt(kT / abs(curvature))

# --- Stacking fault cost of moving one partial by h ---
fault_cost = gamma * (h - width * math.log(1 + h / width))
fault_num = h * quad(lambda q: gamma - gamma * width / (width + q * h),
                     0, 1)[0]
assert abs(fault_num / fault_cost - 1) < 1e-8
assert fault_cost < tau * b * h
x_fault, E_fault = maximize(tau, fault_cost)
assert E_fault > E_s and x_fault > x_s

# --- Finite kink height at the saddle ---
ratio = x_s / h
full = line_interaction(angle, ratio, horizontal_integral(ratio),
                        vertical_integral(ratio))
height_error = full + K / x_s

eV_nm = charge * nm
force_unit = charge / nm
print("INPUTS (round, rough, silicon-like partial dislocation)")
print(f"shear modulus            {mu/1e9:.0f} GPa")
print(f"Poisson ratio            {nu:.2f}")
print(f"line-Burgers angle       {math.degrees(angle):.0f} deg")
print(f"Burgers vector b         {b/nm:.2f} nm")
print(f"kink height h            {h/nm:.2f} nm")
print(f"kink energy F            {F/charge:.2f} eV")
print(f"resolved stress          {tau/MPa:.0f} MPa")
print(f"temperature              {T:.0f} K")
print("RESULTS")
print(f"attraction constant K    {K/eV_nm:.4f} eV nm")
print(f"driving force tau b h    {tau*b*h/force_unit:.5f} eV/nm")
print(f"saddle separation x*     {x_s/nm:.3f} nm = {x_s:.3e} m")
print(f"x*/h                     {ratio:.2f}")
print(f"attraction K/x*          {K/x_s/charge:.4f} eV")
print(f"work tau b h x*          {tau*b*h*x_s/charge:.4f} eV")
print(f"barrier at zero stress   {2*F/charge:.3f} eV")
print(f"total lowering           {(2*F-E_s)/charge:.4f} eV")
print(f"barrier E*               {E_s/charge:.4f} eV = {E_s:.3e} J")
print(f"activation volume b h x* {b*h*x_s/nm**3:.4f} nm^3")
print(f"thermal energy kT        {kT/charge:.4f} eV")
print(f"Boltzmann factor gain    {math.exp((2*F-E_s)/kT):.2f}")
print("STRESS TABLE: MPa, x* (nm), E* (eV), volume (nm^3)")
for stress in (5 * MPa, 20 * MPa, 50 * MPa, 100 * MPa):
    print(f"  {stress/MPa:5.0f} {saddle(stress)/nm:8.3f} "
          f"{barrier(stress)/charge:8.4f} {b*h*saddle(stress)/nm**3:8.4f}")
print("RANGE OF THE MODEL")
print(f"stress where x* = 3h     {tau_limit/MPa:.0f} MPa")
print(f"formal zero-barrier tau  {tau_zero/MPa:.0f} MPa")
print(f"x* at that stress        {K/F/nm:.3f} nm")
print(f"line integral vs K, x=40h, worst rel. diff. {worst_K:.1e}")
print("NEGLECTED EFFECTS")
print(f"kink site distance       {site/nm:.2f} nm")
print(f"kink migration barrier   {migration/charge:.2f} eV")
print(f"E* + migration barrier   {simple_sum:.3f} eV")
print(f"activation energy of flux {rate_activation:.3f} eV")
print(f"difference of the two    {simple_sum-rate_activation:.3f} eV")
print(f"curvature at saddle      {curvature/(charge/nm**2):.5f} eV/nm^2")
print(f"thermal breadth of top   {thermal_width/nm:.2f} nm")
print(f"fault energy             {gamma:.3f} J/m^2")
print(f"fault width              {width/nm:.1f} nm")
print(f"fault cost per length    {fault_cost/force_unit:.5f} eV/nm")
print(f"fault cost / tau b h     {fault_cost/(tau*b*h):.3f}")
print(f"x* with fault cost       {x_fault/nm:.3f} nm")
print(f"E* with fault cost       {E_fault/charge:.4f} eV")
print(f"barrier rise by fault    {(E_fault-E_s)/charge:.4f} eV")
print(f"finite-height correction {height_error/charge*1e3:.3f} meV")
print("PASS")
```

Output:

```
INPUTS (round, rough, silicon-like partial dislocation)
shear modulus            64 GPa
Poisson ratio            0.22
line-Burgers angle       30 deg
Burgers vector b         0.22 nm
kink height h            0.33 nm
kink energy F            0.60 eV
resolved stress          50 MPa
temperature              1000 K
RESULTS
attraction constant K    0.1133 eV nm
driving force tau b h    0.02266 eV/nm
saddle separation x*     2.236 nm = 2.236e-09 m
x*/h                     6.78
attraction K/x*          0.0507 eV
work tau b h x*          0.0507 eV
barrier at zero stress   1.200 eV
total lowering           0.1013 eV
barrier E*               1.0987 eV = 1.760e-19 J
activation volume b h x* 0.1624 nm^3
thermal energy kT        0.0862 eV
Boltzmann factor gain    3.24
STRESS TABLE: MPa, x* (nm), E* (eV), volume (nm^3)
      5    7.072   1.1680   0.5134
     20    3.536   1.1359   0.2567
     50    2.236   1.0987   0.1624
    100    1.581   1.0567   0.1148
RANGE OF THE MODEL
stress where x* = 3h     255 MPa
formal zero-barrier tau  7012 MPa
x* at that stress        0.189 nm
line integral vs K, x=40h, worst rel. diff. 3.5e-05
NEGLECTED EFFECTS
kink site distance       0.38 nm
kink migration barrier   1.20 eV
E* + migration barrier   2.299 eV
activation energy of flux 2.239 eV
difference of the two    0.059 eV
curvature at saddle      -0.02026 eV/nm^2
thermal breadth of top   2.06 nm
fault energy             0.060 J/m^2
fault width              4.0 nm
fault cost per length    0.00483 eV/nm
fault cost / tau b h     0.213
x* with fault cost       2.521 nm
E* with fault cost       1.1101 eV
barrier rise by fault    0.0115 eV
finite-height correction 0.055 meV
PASS
```
